# Shockley's Lucky-Electron Probability and the Ionization Coefficient It Implies: a numerical check

```python
# Lucky-electron ionization. A carrier starts at rest in a field F and collides
# with constant probability 1/lambda per unit path. Results under test:
#   P = exp(-d/lambda), d = E_i/(e F): probability of reaching E_i unscattered
#   alpha = 1/(lambda*(exp(d/lambda)-1)): ionizations per length, if each
#   collision and each ionization returns the carrier to zero energy.
# Also tested: soft threshold, energy-dependent free path, partial energy loss.
# Internal units: eV, nm, V/nm. Printed fields: MV/cm; printed alpha: 1/cm.
import numpy as np
from scipy.integrate import quad
from scipy.constants import e, m_e

rng = np.random.default_rng(12345)
E_ion = 1.5            # eV
mfp = 6.0              # nm
fields = [0.30, 0.40, 0.50, 0.60, 0.75]   # MV/cm
V_NM = 0.1             # 1 MV/cm in V/nm
PER_CM = 1e7           # 1/nm in 1/cm


def threshold_length(field):
    return E_ion / (field * V_NM)


def lucky_probability(field):
    return np.exp(-E_ion / (field * V_NM * mfp))


def alpha_formula(field, r=0.0):
    return 1 / (mfp * ((1 + r) * np.exp(threshold_length(field) / mfp) - 1))


print(f"ionization energy E_i = {E_ion:.2f} eV")
print(f"mean free path lambda = {mfp:.2f} nm")

# Collision points placed uniformly on a line; no exponential law is sampled.
n_points = 4_000_000
line = n_points * mfp
points = np.sort(rng.random(n_points)) * line
gaps = np.diff(points, prepend=0.0)
print(f"collision points on the line = {n_points}")
for field in fields:
    d = threshold_length(field)
    P = lucky_probability(field)
    P_count = np.mean(gaps > d)
    events = np.floor(gaps / d).sum()     # restart from rest after each event
    alpha_count = events / line
    flight_count = line / (n_points + events)
    sigma = 1 / (np.sqrt(n_points * P) * (1 - P))   # relative sampling error
    assert abs(P_count / P - 1) < 5 * sigma
    assert abs(alpha_count / alpha_formula(field) - 1) < 5 * sigma
    assert abs(flight_count / (mfp * (1 - P)) - 1) < 5e-3
    print(f"F = {field:.2f} MV/cm: d = {d:.2f} nm, d/lambda = {d/mfp:.3f}")
    print(f"  P formula = {P:.4e}, counted = {P_count:.4e}")
    print(f"  alpha formula = {alpha_formula(field)*PER_CM:.4e} 1/cm, "
          f"counted = {alpha_count*PER_CM:.4e} 1/cm")

F0 = 0.50
d0 = threshold_length(F0)
P0 = lucky_probability(F0)
mean_flight = quad(lambda x: x * np.exp(-x / mfp) / mfp, 0, d0)[0] + d0 * P0
assert abs(mean_flight - mfp * (1 - P0)) < 1e-8
print(f"mean flight length at {F0:.2f} MV/cm = {mean_flight:.4f} nm")
print(f"weak-field form P/lambda at {F0:.2f} MV/cm = {P0/mfp*PER_CM:.4e} 1/cm")
print(f"one-attempt-per-d form P/d at {F0:.2f} MV/cm = {P0/d0*PER_CM:.4e} 1/cm")
F_strong = 500.0       # formal limit of the formula only
assert abs(alpha_formula(F_strong) * threshold_length(F_strong) - 1) < 0.01


def alpha_series(field):
    k = np.arange(1, 400)
    return np.exp(-k * threshold_length(field) / mfp).sum() / mfp


# Local slope of ln(alpha) against 1/F, by central difference of the series.
slope_limit = E_ion / mfp / V_NM
for field in (0.50, 0.75):
    h = 1e-4
    slope = -(np.log(alpha_series(1 / (1 / field + h)))
              - np.log(alpha_series(1 / (1 / field - h)))) / (2 * h)
    assert abs(slope - slope_limit / (1 - lucky_probability(field))) < 1e-5
    print(f"local slope at {field:.2f} MV/cm = {slope:.4f} MV/cm")
print(f"weak-field slope E_i/(e lambda) = {slope_limit:.4f} MV/cm")
print(f"alpha(0.55 MV/cm)/alpha(0.50 MV/cm) = "
      f"{alpha_formula(0.55)/alpha_formula(0.50):.4f}")

# Soft threshold: two competing random events beyond d.
r = 2.0
print(f"soft threshold: r = {r:.1f}, ionization free path = {r*mfp:.1f} nm")
for field in (0.50, 0.75):
    n = 4_000_000
    collision = rng.exponential(mfp, n)
    ionization = threshold_length(field) + rng.exponential(r * mfp, n)
    ionized = ionization < collision
    P_soft = lucky_probability(field) / (1 + r)
    alpha_soft = ionized.sum() / np.minimum(collision, ionization).sum()
    tol = 5 / np.sqrt(n * P_soft)
    assert abs(ionized.mean() / P_soft - 1) < tol
    assert abs(alpha_soft / alpha_formula(field, r) - 1) < tol
    print(f"  F = {field:.2f} MV/cm: P/(1+r) = {P_soft:.4e}, "
          f"counted = {ionized.mean():.4e}")
    print(f"  alpha formula = {alpha_formula(field, r)*PER_CM:.4e} 1/cm, "
          f"counted = {alpha_soft*PER_CM:.4e} 1/cm")

# Constant collision time: free path proportional to speed, Newtonian motion.
tau = 16e-15
speed_ion = np.sqrt(2 * E_ion * e / m_e)
inverse_path = quad(lambda E: 1 / (np.sqrt(2 * E * e / m_e) * tau * 1e9),
                    0, E_ion)[0]
mfp_eff = E_ion / inverse_path
assert abs(mfp_eff / (speed_ion * tau * 1e9 / 2) - 1) < 1e-6
print(f"constant collision time tau = {tau*1e15:.1f} fs, free-electron mass")
print(f"  speed at E_i = {speed_ion:.4e} m/s, lambda_eff = {mfp_eff:.4f} nm")
for field in (0.40, 0.50, 0.75):
    n = 4_000_000
    times = rng.exponential(tau, n)
    energy = 0.5 * m_e * (e * field * 1e8 * times / m_e) ** 2 / e
    counted = np.mean(energy >= E_ion)
    P_tau = np.exp(-inverse_path / (field * V_NM))
    assert abs(counted / P_tau - 1) < 5 / np.sqrt(n * P_tau)
    print(f"  F = {field:.2f} MV/cm: P formula = {P_tau:.4e}, "
          f"counted = {counted:.4e}")


def alpha_partial_loss(field, loss, walkers=20000, steps=1200, discard=200):
    """Forward motion; a collision removes at most 'loss' (eV)."""
    d = threshold_length(field)
    loss_length = loss / (field * V_NM)
    u = np.zeros(walkers)                 # energy divided by e F, in nm
    events = 0.0
    for step in range(steps):
        u += rng.exponential(mfp, walkers)
        ionizations = np.floor(u / d)
        u -= ionizations * d
        u = np.maximum(u - loss_length, 0.0)
        if step >= discard:
            events += ionizations.sum()
    return events / (walkers * (steps - discard) * mfp), events


E_loss = 0.5
print(f"partial loss: at most E_r = {E_loss:.2f} eV per collision")
ratios = []
for field in (0.30, 0.50):
    alpha_reset, count = alpha_partial_loss(field, E_ion)
    assert abs(alpha_reset / alpha_formula(field) - 1) < 5 / np.sqrt(count)
    alpha_part, _ = alpha_partial_loss(field, E_loss)
    ratios.append(alpha_part / alpha_formula(field))
    print(f"  F = {field:.2f} MV/cm: e F lambda = {field*V_NM*mfp:.3f} eV, "
          f"alpha = {alpha_part*PER_CM:.3e} 1/cm")
    print(f"  ratio to lucky-electron alpha = {ratios[-1]:.2f}")
assert ratios[0] > 1.1 and ratios[1] > 1.5 and ratios[1] > ratios[0]

print("tests ok")
```

Printed output:

```
ionization energy E_i = 1.50 eV
mean free path lambda = 6.00 nm
collision points on the line = 4000000
F = 0.30 MV/cm: d = 50.00 nm, d/lambda = 8.333
  P formula = 2.4037e-04, counted = 2.3550e-04
  alpha formula = 4.0071e+02 1/cm, counted = 3.9250e+02 1/cm
F = 0.40 MV/cm: d = 37.50 nm, d/lambda = 6.250
  P formula = 1.9305e-03, counted = 1.9162e-03
  alpha formula = 3.2236e+03 1/cm, counted = 3.2029e+03 1/cm
F = 0.50 MV/cm: d = 30.00 nm, d/lambda = 5.000
  P formula = 6.7379e-03, counted = 6.6997e-03
  alpha formula = 1.1306e+04 1/cm, counted = 1.1253e+04 1/cm
F = 0.60 MV/cm: d = 25.00 nm, d/lambda = 4.167
  P formula = 1.5504e-02, counted = 1.5433e-02
  alpha formula = 2.6247e+04 1/cm, counted = 2.6124e+04 1/cm
F = 0.75 MV/cm: d = 20.00 nm, d/lambda = 3.333
  P formula = 3.5674e-02, counted = 3.5683e-02
  alpha formula = 6.1656e+04 1/cm, counted = 6.1664e+04 1/cm
mean flight length at 0.50 MV/cm = 5.9596 nm
weak-field form P/lambda at 0.50 MV/cm = 1.1230e+04 1/cm
one-attempt-per-d form P/d at 0.50 MV/cm = 2.2460e+03 1/cm
local slope at 0.50 MV/cm = 2.5170 MV/cm
local slope at 0.75 MV/cm = 2.5925 MV/cm
weak-field slope E_i/(e lambda) = 2.5000 MV/cm
alpha(0.55 MV/cm)/alpha(0.50 MV/cm) = 1.5816
soft threshold: r = 2.0, ionization free path = 12.0 nm
  F = 0.50 MV/cm: P/(1+r) = 2.2460e-03, counted = 2.2640e-03
  alpha formula = 3.7517e+03 1/cm, counted = 3.7782e+03 1/cm
  F = 0.75 MV/cm: P/(1+r) = 1.1891e-02, counted = 1.1921e-02
  alpha formula = 2.0057e+04 1/cm, counted = 2.0104e+04 1/cm
constant collision time tau = 16.0 fs, free-electron mass
  speed at E_i = 7.2639e+05 m/s, lambda_eff = 5.8111 nm
  F = 0.40 MV/cm: P formula = 1.5756e-03, counted = 1.5543e-03
  F = 0.50 MV/cm: P formula = 5.7274e-03, counted = 5.6698e-03
  F = 0.75 MV/cm: P formula = 3.2011e-02, counted = 3.2079e-02
partial loss: at most E_r = 0.50 eV per collision
  F = 0.30 MV/cm: e F lambda = 0.180 eV, alpha = 5.451e+02 1/cm
  ratio to lucky-electron alpha = 1.36
  F = 0.50 MV/cm: e F lambda = 0.300 eV, alpha = 1.991e+04 1/cm
  ratio to lucky-electron alpha = 1.76
tests ok
```
